# Binding energy of one electron on a close donor pair: a program that tests the result

```python
"""
Result under test: one electron bound to two fixed hydrogenic donor cores,
one effective Bohr radius apart, has the level E = -2.90 effective Rydbergs
when the core-core repulsion is left out.
Scaled Hamiltonian: H = -Laplacian - 2/ra - 2/rb  (lengths a*, energies Ry*).
R: core separation; ra, rb: distances to cores; lam=(ra+rb)/R; mu=(ra-rb)/R;
p = (R/2) sqrt(-E). The radial (lam) and angular (mu) equations share one
separation constant, which fixes E.
"""
import numpy as np
from numpy.polynomial import laguerre, legendre
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants, k as boltzmann, e as charge
from pyscf import gto


def angular_matrix(p, parity, size):
    l = parity + 2.0 * np.arange(size)
    diagonal = l*(l+1) - p**2*(2*l*l+2*l-1)/((2*l-1)*(2*l+3))
    m = l[:-1]
    side = -p**2*(m+1)*(m+2)/((2*m+3)*np.sqrt((2*m+1)*(2*m+5)))
    return np.diag(diagonal) + np.diag(side, 1) + np.diag(side, -1)


def radial_matrix(R, p, size):
    n = np.arange(size, dtype=float)
    diagonal = (2*n+1)*(R/p-n-1) + n - 2*p*(2*n+1) + 2*R - p**2
    side = (n[:-1]+1)*(n[:-1]+1-R/p)
    return np.diag(diagonal) + np.diag(side, 1) + np.diag(side, -1)


def constants_at(E, R, parity=0, n_rad=40, n_ang=20):
    p = 0.5*R*np.sqrt(-E)
    return (np.linalg.eigvalsh(radial_matrix(R, p, n_rad))[-1],
            np.linalg.eigvalsh(angular_matrix(p, parity, n_ang))[0])


def level(R, parity=0, n_rad=40, n_ang=20):
    def mismatch(E):
        radial, angular = constants_at(E, R, parity, n_rad, n_ang)
        return radial - angular
    return brentq(mismatch, -4.0, -0.9, xtol=1e-13)


# Matrix elements against quadrature of the differential operators
Rt, pt, count = 1.3, 0.7, 5
x, wx = laguerre.laggauss(40)
unit = np.eye(count)
f = np.array([laguerre.lagval(x, c) for c in unit])
df = np.array([laguerre.lagval(x, laguerre.lagder(c)) for c in unit]) - f/2
lam = 1 + x/(2*pt)
quad_radial = (-(df*wx*x*(x+4*pt)) @ df.T
               + (f*wx*(2*Rt*lam - pt**2*lam**2)) @ f.T)
assert np.allclose(quad_radial, radial_matrix(Rt, pt, count), atol=1e-8)
y, wy = legendre.leggauss(40)
for parity in (0, 1):
    g, dg = [], []
    for j in range(count):
        l = parity + 2*j
        c = np.zeros(l+1)
        c[l] = np.sqrt(l+0.5)
        g.append(legendre.legval(y, c))
        dg.append(legendre.legval(y, legendre.legder(c)) + 0*y)
    g, dg = np.array(g), np.array(dg)
    quad_angular = (dg*wy*(1-y*y)) @ dg.T - (g*wy*pt**2*y*y) @ g.T
    assert np.allclose(quad_angular, angular_matrix(pt, parity, count),
                       atol=1e-8)

# Converged level, first odd level and the two limits
R = 1.0
E = level(R)
E_odd = level(R, parity=1)
assert abs(E - level(R, n_rad=25, n_ang=10)) < 1e-8
assert abs(E + 2.90) < 0.005
E_near, E_far = level(0.01), level(12.0)
assert abs(E_near + 4) < 2e-3
assert abs(E_far + 1 + 2/12.0) < 1e-3

# Wavefunction, moments and density at a core
p = 0.5*R*np.sqrt(-E)
c_rad = np.linalg.eigh(radial_matrix(R, p, 40))[1][:, -1]
c_ang = np.linalg.eigh(angular_matrix(p, 0, 20))[1][:, 0]
leg = np.zeros(39)
leg[::2] = c_ang*np.sqrt(2*np.arange(20)+0.5)


def psi(points):
    ra = np.linalg.norm(points - np.array([0, 0, -R/2]), axis=-1)
    rb = np.linalg.norm(points - np.array([0, 0, R/2]), axis=-1)
    s, t = (ra+rb)/R, (ra-rb)/R
    return (np.exp(-p*(s-1))*laguerre.lagval(2*p*(s-1), c_rad)
            * legendre.legval(t, leg))


x, wx = laguerre.laggauss(60)
mean_lam2 = np.sum(wx*(1+x/(2*p))**2*laguerre.lagval(x, c_rad)**2)
mean_mu2 = np.sum(wy*y*y*legendre.legval(y, leg)**2)
norm = 2*np.pi*(R/2)**3/(2*p)*(mean_lam2-mean_mu2)
core_density = psi(np.array([[0, 0, R/2]]))[0]**2/norm

# Slope of the mismatch, which guarantees a single root
step = 1e-4
values = []
for p2 in (p*p+step, p*p-step):
    radial, angular = constants_at(-4*p2/R**2, R)
    values.append(radial-angular)
slope = (values[0]-values[1])/(2*step)
assert abs(slope - (mean_mu2-mean_lam2)) < 1e-4
assert slope < 0

# The wavefunction put back into the Cartesian Schroedinger equation
rng = np.random.default_rng(3)
pts = rng.uniform(-1.8, 1.8, (400, 3))
ra = np.linalg.norm(pts-np.array([0, 0, -R/2]), axis=1)
rb = np.linalg.norm(pts-np.array([0, 0, R/2]), axis=1)
keep = (ra > 0.6) & (rb > 0.6)
pts, ra, rb = pts[keep], ra[keep], rb[keep]
h, lap = 0.02, 0
for axis in np.eye(3):
    lap = lap + (-psi(pts+2*h*axis)+16*psi(pts+h*axis)-30*psi(pts)
                 + 16*psi(pts-h*axis)-psi(pts-2*h*axis))/(12*h*h)
local_energy = -lap/psi(pts) - 2/ra - 2/rb
local_error = np.max(np.abs(local_energy-E))
assert local_error < 1e-4     # finite-difference error of the stencil
# the ground state has no node at the sampled points
assert np.all(psi(pts)*psi(pts[:1])[0] > 0)


def solve_basis(H, S):
    scale = 1/np.sqrt(np.diag(S))
    H, S = H*np.outer(scale, scale), S*np.outer(scale, scale)
    s, U = eigh(S)
    good = s > 1e-8           # drop nearly dependent combinations
    X = U[:, good]/np.sqrt(s[good])
    values, vectors = eigh(X.T @ H @ X)
    return values, scale[:, None]*(X @ vectors)


# Independent road: atom-centred Gaussians, no separation of variables
basis = gto.expand_etbs([(0, 14, 0.04, 2.3), (1, 8, 0.05, 2.3),
                         (2, 5, 0.15, 2.5)])
mol = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], unit='Bohr',
            basis={'H': basis}, charge=1, spin=1, verbose=0)
levels, vectors = solve_basis(
    2*(mol.intor('int1e_kin')+mol.intor('int1e_nuc')),
    mol.intor('int1e_ovlp'))
E_gauss, E_odd_gauss = levels[:2]
assert -1e-6 < E_gauss-E < 5e-4       # variational, finite basis
assert -1e-6 < E_odd_gauss-E_odd < 1e-3
ao = mol.eval_gto('GTOval_sph', np.array([[0, 0, R/2]]))
density_gauss = (ao @ vectors[:, 0])[0]**2
assert abs(density_gauss/core_density-1) < 0.03   # Gaussians lack the cusp


def anisotropic_level(inverse_mass, cores, centres):
    """Lowest level for -sum_d inverse_mass[d] d^2/dx_d^2 - sum 2/r."""
    expo, pos = [], []
    for centre in centres:
        for a in 0.05*2.5**np.arange(10):
            for squeeze in (1.0, 2.2, 4.8):
                expo.append((a, a, a*squeeze))
                pos.append(centre)
    A, C = np.array(expo), np.array(pos, dtype=float)
    total = A[:, None]+A[None]
    red = A[:, None]*A[None]/total
    d2 = (C[:, None]-C[None])**2
    damp = np.exp(-np.sum(red*d2, axis=2))
    S = damp*np.prod(np.sqrt(np.pi/total), axis=2)
    H = S*np.sum(inverse_mass*2*red*(1-2*red*d2), axis=2)
    middle = (A[:, None]*C[:, None]+A[None]*C[None])/total
    mean = np.prod(total, axis=2)**(1/3)
    nodes, weights = legendre.leggauss(48)
    for core in cores:
        q2 = (middle-np.array(core))**2
        for t, w in zip((nodes+1)/2, weights/2):
            den = total*(1-t*t)+mean[..., None]*t*t
            arg = np.sum(total*mean[..., None]*t*t*q2/den, axis=2)
            H = H - (4/np.sqrt(np.pi)*w*np.sqrt(mean)*damp*np.exp(-arg)
                     * np.prod(np.sqrt(np.pi/den), axis=2))
    return solve_basis(H, S)[0][0]


# Worked example: phosphorus pair in silicon, rough input values
m_long, m_trans, eps = 0.92, 0.19, 11.7
single_rough, bond_rough = 45.0, 0.24           # meV, nm
m_iso = 3/(1/m_long+2/m_trans)
bohr_nm = physical_constants['Bohr radius'][0]*1e9*eps/m_iso
ryd = (physical_constants['Rydberg constant times hc in eV'][0]
       * 1e3*m_iso/eps**2)

along_z = [(0, 0, -R/2), (0, 0, R/2)]
along_x = [(-R/2, 0, 0), (R/2, 0, 0)]
origin = [(0, 0, 0)]
iso = np.ones(3)
aniso = np.array([m_iso/m_trans, m_iso/m_trans, m_iso/m_long])
assert -1e-6 < anisotropic_level(iso, origin, origin)+1 < 5e-3
for cores in (along_z, along_x):
    # s-type Gaussians on three centres: small finite-basis error
    assert -1e-6 < anisotropic_level(iso, cores, cores+origin)-E < 1e-2
E_single = anisotropic_level(aniso, origin, origin)
E_par = anisotropic_level(aniso, along_z, along_z+origin)
E_perp = anisotropic_level(aniso, along_x, along_x+origin)
E_mean = (E_par+2*E_perp)/3
assert E_single < -1 and E_mean < E

# Two rank-one valley couplings: largest eigenvalue is 1 + |overlap|
for trial in range(20):
    v = np.ones(6)/np.sqrt(6)
    u = np.exp(2j*np.pi*rng.random(6))/np.sqrt(6)
    top = np.linalg.eigvalsh(np.outer(v, v)+np.outer(u, u.conj()))[-1]
    assert abs(top-1-abs(np.vdot(v, u))) < 1e-10
    assert 1 <= top <= 2

density_ratio = core_density*np.pi
single_shift = single_rough+E_single*ryd
one_core_shift = density_ratio*single_shift
E_closer = level(R-bond_rough/bohr_nm)
E_wider = level(R+bond_rough/bohr_nm)
kT = [boltzmann*T/charge*1e3 for T in (4.0, 300.0)]

print(f"core separation R = {R:.1f} a*")
for trial in (-2.8, -2.9, -3.0):
    ar, aa = constants_at(trial, R)
    print(f"trial E = {trial:.1f} Ry*: A radial {ar:.5f}, angular {aa:.5f}")
for size in (1, 2, 3):
    print(f"level, {size}x{size} matrices = "
          f"{level(R, n_rad=size, n_ang=size):.5f} Ry*")
print(f"level, converged = {E:.6f} Ry*")
print(f"p at the root = {p:.6f}")
print(f"separation constant A = {constants_at(E, R)[0]:.6f}")
rm, am = radial_matrix(R, p, 2), angular_matrix(p, 0, 2)
print(f"radial 00, 01, 11 = {rm[0,0]:.5f}, {rm[0,1]:.5f}, {rm[1,1]:.5f}")
print(f"angular 00, 02, 22 = {am[0,0]:.5f}, {am[0,1]:.5f}, {am[1,1]:.5f}")
print(f"mean lam^2, mean mu^2 = {mean_lam2:.5f}, {mean_mu2:.5f}")
print(f"level from Gaussian basis = {E_gauss:.6f} Ry*")
print(f"largest local-energy error = {local_error:.1e} Ry*")
print(f"first odd level = {E_odd:.5f} Ry*")
print(f"level at R = 0.01 a* = {E_near:.5f} Ry*")
print(f"level at R = 12 a* = {E_far:.5f} Ry*")
print(f"core repulsion = {2/R:.4f} Ry*")
print(f"total energy with repulsion = {E+2/R:.4f} Ry*")
print(f"rough masses long, trans = {m_long:.2f}, {m_trans:.2f} m0")
print(f"rough dielectric constant = {eps:.1f}")
print(f"isotropic mass = {m_iso:.4f} m0")
print(f"effective Bohr radius = {bohr_nm:.3f} nm")
print(f"effective Rydberg = {ryd:.2f} meV")
print(f"pair binding energy = {-E*ryd:.1f} meV")
print(f"core repulsion in silicon = {2/R*ryd:.1f} meV")
print(f"single donor, anisotropic mass = {-E_single*ryd:.1f} meV")
print(f"pair parallel to valley axis = {-E_par*ryd:.1f} meV")
print(f"pair perpendicular to valley axis = {-E_perp*ryd:.1f} meV")
print(f"orientation average of pair binding = {-E_mean*ryd:.1f} meV")
print(f"rough single phosphorus binding = {single_rough:.0f} meV")
print(f"single-donor central-cell shift = {single_shift:.1f} meV")
print(f"core density, pair over single = {density_ratio:.3f}")
print(f"pair central-cell shift, low end = {one_core_shift:.0f} meV")
print(f"pair central-cell shift, high end = {2*one_core_shift:.0f} meV")
print(f"rough bond length = {bond_rough:.2f} nm")
print(f"binding, cores one bond closer = {-E_closer*ryd:.1f} meV")
print(f"binding, cores one bond wider = {-E_wider*ryd:.1f} meV")
print(f"gap to first odd level = {(E_odd-E)*ryd:.1f} meV")
print(f"kT at 4 K = {kT[0]:.3f} meV")
print(f"kT at 300 K = {kT[1]:.1f} meV")
print("every check passed")
```

Output:

```
core separation R = 1.0 a*
trial E = -2.8 Ry*: A radial -0.17008, angular -0.24075
trial E = -2.9 Ry*: A radial -0.24723, angular -0.24963
trial E = -3.0 Ry*: A radial -0.32251, angular -0.25853
level, 1x1 matrices = -2.88219 Ry*
level, 2x2 matrices = -2.90318 Ry*
level, 3x3 matrices = -2.90354 Ry*
level, converged = -2.903573 Ry*
p at the root = 0.851994
separation constant A = -0.249946
radial 00, 01, 11 = -0.25616, -0.17372, -5.31670
angular 00, 02, 22 = -0.24196, -0.21642, 5.61977
mean lam^2, mean mu^2 = 3.04466, 0.35556
level from Gaussian basis = -2.903569 Ry*
largest local-energy error = 2.8e-06 Ry*
first odd level = -1.12963 Ry*
level at R = 0.01 a* = -3.99948 Ry*
level at R = 12 a* = -1.16700 Ry*
core repulsion = 2.0000 Ry*
total energy with repulsion = -0.9036 Ry*
rough masses long, trans = 0.92, 0.19 m0
rough dielectric constant = 11.7
isotropic mass = 0.2583 m0
effective Bohr radius = 2.397 nm
effective Rydberg = 25.68 meV
pair binding energy = 74.6 meV
core repulsion in silicon = 51.4 meV
single donor, anisotropic mass = 29.6 meV
pair parallel to valley axis = 76.2 meV
pair perpendicular to valley axis = 84.3 meV
orientation average of pair binding = 81.6 meV
rough single phosphorus binding = 45 meV
single-donor central-cell shift = 15.4 meV
core density, pair over single = 1.362
pair central-cell shift, low end = 21 meV
pair central-cell shift, high end = 42 meV
rough bond length = 0.24 nm
binding, cores one bond closer = 77.1 meV
binding, cores one bond wider = 72.2 meV
gap to first odd level = 45.5 meV
kT at 4 K = 0.345 meV
kT at 300 K = 25.9 meV
every check passed
```
